Why in-plane misorientation can suppress the kink Ehrlich–Schwoebel instability

**Q:** I grow films on vicinal surfaces. Steps that follow a close-packed direction meander, and I suspect the barrier that edge atoms meet at kinks. What does that barrier do to a step?

**A:** Take one step edge h(x,t), with x along the close-packed direction and h pointing the way the step advances. I measure lengths in edge sites. Atoms reach the edge uniformly, at rate f per site, and hop along it at rate D in each direction. They stick for good at a kink site, and two that meet form a stable dimer. A hop around a descending kink succeeds only with relative probability

p = exp(−ΔE/kT),

where ΔE is the extra barrier.

If p = 1, a free edge atom hops left and right equally often, so its mean displacement is zero. If p < 1, hops that would lead down over a kink are refused. On an edge rising to the right, the surplus kinks descend to the left, so the refused hops leave a net current J to the right, which is uphill along the edge. On an untilted edge, reflection exchanges left and right, and the average current is zero.

Atoms are conserved, so the edge obeys

∂h/∂t = f − ∂J/∂x.

Let J depend on the local slope, and put a small ripple on an edge of mean slope m:

h = mx + ft + ε exp(ikx + ωt).

To first order in ε, ∂J/∂x = J′(m) ∂²h/∂x² = −J′(m)k² ε exp(ikx + ωt). Hence

ω = J′(m) k².

This is the long-wave result; smoothing terms with higher powers of k are left out. A current that rises with slope amplifies the ripple, and one that falls with slope damps it. Near m = 0 the current starts from zero and becomes uphill, so it rises, and the straight edge is unstable.

**Q:** If I cut the wafer so that the steps run at an angle φ to the close-packed direction, why should the current fall? There are more kinks, so more hops are refused.

**A:** There are more refusals, but each atom has less room to travel. The slope m = tan φ forces kinks at a mean spacing L = 1/m. Suppose for now that they are regularly spaced and that no new kinks nucleate.

Number the sites between two kinks from 1, the sticking site at the foot of the ascending kink, to L, at the brink of the descending one. Let u_j be the probability that an atom landing on site j finally leaves over the brink. Then u_1 = 0. At interior sites u_j is the mean of its two neighbours, so it is linear:

u_j = c(j − 1).

At site L the atom steps back with weight 1 or crosses with weight p:

(1 + p)u_L = u_{L−1} + p.

Rearranged, p(1 − u_L) = u_L − u_{L−1} = c. Inserting u_L = c(L − 1) gives

c = p/[1 + p(L − 1)] = 1/(L + λ), with λ = 1/p − 1.

An atom captured uphill has moved j − 1 sites. One that crosses the brink has moved L + 1 − j sites downhill. The mean uphill displacement is

(1 − u_j)(j − 1) − u_j(L + 1 − j) = (j − 1) − L u_j = (j − 1)λ/(L + λ).

The average of j − 1 over the L landing sites is (L − 1)/2. In a steady state the current is the arrival rate times the mean displacement, so

J = fλ(L − 1)/[2(L + λ)].

To get its slope dependence, first differentiate with respect to L:

dJ/dL = (fλ/2)[(L + λ) − (L − 1)]/(L + λ)² = fλ(λ + 1)/[2(L + λ)²].

Since L = 1/m, dL/dm = −L², and therefore

J′(m) = −fλ(λ + 1)L²/[2(L + λ)²].

This is negative for every λ > 0. For a strong barrier, λ ≫ L, it becomes −fL²/2. For a weak one, λ ≪ L, it is −fλ(λ + 1)/2, and it vanishes with the barrier.

**Q:** So the barrier that destabilizes a straight edge stabilizes a tilted one. Can I see that without the current?

**A:** Follow the kinks. With a strong barrier, every atom landing between kinks i − 1 and i goes to kink i, at position x_i. That kink moves left at speed f g_i, where g_i = x_i − x_{i−1}. Thus

dg_i/dt = f(g_{i−1} − g_i).

A long gap feeds the kink that closes it, and so shrinks. For g_i = L + δ exp(iqn + σt), with n the kink number and i in the exponent the imaginary unit,

σ = f(e^{−iq} − 1), Re σ = −f(1 − cos q) ≈ −fq²/2.

One kink spacing is L sites, so q = kL, and the damping rate is fL²k²/2. This is the result from J′(m). I also integrated the motion of 40 kinks at L = 8, with the atoms shared between both neighbouring kinks as u_j prescribes. The decay was 0.998 of J′(m)k² for both λ = 1055 and λ = 5.

**Q:** The formula says the current grows without limit as the tilt goes to zero for a very strong barrier. You said it vanishes there. What intervenes?

**A:** Nucleation. On a long kink-free segment, atoms meet before they find a kink, and each dimer creates two new kinks.

Put the ascending kink at x = 0 and, for a strong barrier, a reflecting brink at x = L. The atom density obeys D n″ = −f with n(0) = 0 and n′(L) = 0, so

n(x) = (f/D)(Lx − x²/2).

The mean number of atoms present is its integral,

(f/D)(L³/2 − L³/6) = fL³/(3D).

New atoms arrive at rate fL. Let P be the probability that a newcomer meets an atom already there before either is captured. The nucleation rate is P f²L⁴/(3D). Growing one row takes a time 1/f, which gives

nuclei per row = P f L⁴/(3D).

Setting this to one defines the one-dimensional nucleation length:

l_n = [3D/(Pf)]^{1/4}.

P is a pure number. For two walkers at x < y, the meeting probability satisfies Laplace's equation in the triangle 0 < x < y < L. It equals 1 on x = y and 0 on x = 0, with no flux through y = L. Averaging over a newcomer landing uniformly and a resident distributed as n gives P = 0.649 numerically.

If L ≫ l_n, the edge carries nucleated kinks of both signs. A segment between two descending kinks, the top of an island, has no preferred direction. Neither has a valley between two ascending kinks. Bias comes from segments between kinks of the same sign. Those on rising and on falling stretches drive opposite currents. Along the edge, every change from ascending to descending kinks is matched by a change back, so the rising segments outnumber the falling ones by m per site. Each contributes of order f l_n². So, as a scaling estimate,

J ~ f m l_n² for m ≪ 1/l_n.

The current rises at small slope and falls at large slope. Between the two it has a maximum, expected where the geometric spacing 1/m becomes comparable to l_n.

**Q:** Give me numbers for a plausible growth run.

**A:** I take rough, round model inputs, not those of a particular metal: 250 K, a site spacing of 0.25 nm, an attempt rate of 10¹² per second, an edge hopping barrier of 0.45 eV and an extra kink barrier of 0.15 eV. The deposition rate is F = 0.01 monolayer/s. Steps are W = 20 sites apart along h, and W stays fixed when I change the tilt. I also assume that atoms reach the steps without forming islands on the terraces. At this flux that needs a terrace hopping barrier well below 0.35 eV. Each edge site collects

f = FW = 0.01 × 20 = 0.20 atoms per second.

With kT = 0.02154 eV, D = 848 per second and D/f = 4240. Also p = 9.5 × 10⁻⁴, so λ = 1055 sites, a strong barrier at all spacings of interest. Then

l_n = (3 × 4240/0.649)^{1/4} = 11.8 sites.

Counting discrete sites instead of using the continuum gives 12.5 sites, or 3.1 nm. The corresponding tilt is arctan(1/12.5) = 4.6°.

I simulated the lattice model from regularly spaced kinks and averaged the current over the first grown row. J/f is in sites, with the standard error of the runs:

L = 4 (14.0°): 1.64 ± 0.03
L = 6 (9.5°): 2.54 ± 0.05
L = 8 (7.1°): 3.05 ± 0.03
L = 10 (5.7°): 3.12 ± 0.06
L = 12 (4.8°): 3.2 ± 0.2
L = 15 (3.8°): 2.9 ± 0.1
L = 20 (2.9°): 2.1 ± 0.1
L = 60 (1.0°): 0.82 ± 0.07
L = 120 (0.5°): 0.32 ± 0.07

The largest value is at L = 12, but the maximum is broad, and 10 and 12 cannot be separated within the errors.

This holds for the first row only. In rows 3 to 5, which grow on an edge already roughened by nucleation, J/f is 1.65 ± 0.03 at L = 4, 1.7 ± 0.1 at L = 6 and 0.90 ± 0.06 at L = 10. The maximum has moved to steeper tilt, so 4.6° is not the threshold for lasting stability. The first-row entries for L = 60 and 120 give J/(f m l_n²) = 0.32 ± 0.03 and 0.25 ± 0.05, compatible with a current proportional to slope. The numerical output has the remaining values.

Two controls should give zero. Without the kink barrier, at L = 12, J/f is −0.07 ± 0.05. Without tilt it is 0.113 ± 0.013, which is not zero within its stated error. The model's reflection symmetry requires zero. That error came from the scatter of only six runs and was too small by chance: twenty further runs gave −0.02 ± 0.05, and their scatter implies an error of about 0.1 for six runs. The value at L = 120 is itself uncertain by about a fifth, so the proportionality at small slope is only roughly tested.

**Q:** Your no-nucleation formula gives (L − 1)/2 for a strong barrier. At L = 10 that is 4.5, but you list 3.1.

**A:** L = 10 is too close to l_n for that formula. A nucleus splits a biased segment into a shorter biased piece, an island top and a valley, and the last two carry no mean current. Arrivals a hundred times slower, with all else fixed, make nuclei rare, and J/f rises to 4.64 ± 0.02.

That is slightly above 4.5 because the kinks do not stay regular. With a strong barrier and no nuclei, a move of kink i passes one site from gap g_i to gap g_{i+1}, at rate f g_i. Each site therefore changes gaps independently at rate f. On a long edge the gaps approach a Poisson distribution, for which ⟨g(g − 1)⟩ = L². Weighting each gap by the atoms it collects gives

J/f = ⟨g(g − 1)⟩/(2L) = L/2.

The first row should lie between (L − 1)/2 and L/2, and the slow runs do.

The slope of the current matters more for stability. Between L = 10 and L = 6 the change in m is 1/6 − 1/10 = 0.0667. At the example's rate,

ΔJ/(fΔm) = (2.54 − 3.12)/0.0667 ≈ −9,

with a statistical error of at least ±1, since it is a difference of six-run averages.

The formula gives −30, and the slow runs give −29. In the first row the current still falls once L is below l_n, but close to the maximum it falls much less steeply than the ideal kink train predicts. In rows 3 to 5 it no longer falls between L = 10 and L = 6, but rises with tilt.

**Q:** Does the tilted edge actually stay smoother over several rows?

**A:** In the model, yes for the first rows, by an amount that depends on how far L is below l_n. After eight rows, the height variance about the mean line, averaged over three runs, was 6.2 sites² without tilt, 4.0 at L = 8 and 2.0 at L = 5, which is 11.3°.

Further runs gave 6.0 ± 0.3, 3.5 ± 0.2 and 2.1 ± 0.1, so both gains exceed the scatter. But tilt delays the roughening and does not stop it. After twelve rows, on shorter edges of 120 sites, the variance was 8.4 ± 0.4 without tilt, 6.1 ± 0.2 at L = 8 and 2.8 ± 0.4 at L = 5. Spreading gaps may be one reason why the gain at L = 8 is modest. Because nucleation grows roughly as L⁴, a few long gaps count heavily. For L = 8 the expected number of nuclei per segment and row is 0.15 with regular gaps and 0.30 with Poisson gaps. For L = 5 the figures are 0.02 and 0.06.

Keeping L = 8 and the temperature fixed but making arrivals ten times slower lowers the variance to 1.2 sites². Slower arrival makes nuclei rarer, but it also gives atoms trapped on islands more time to pass a kink. This comparison does not separate the two effects.

**Q:** So should I tilt as much as possible?

**A:** Not if the terrace also has a barrier at descending steps. That barrier drives the Bales–Zangwill instability, which tilt does not remove. In the one-sided limit, atoms join a step only from the lower terrace in front of it. At distance s from the step, the flow towards it is F(W − s) per unit length. Integrated across the terrace this is FW²/2. If neighbouring steps ripple in phase with a small slope m, the flow follows the step normal and has an x component m times as large:

J_terrace = m F W²/2 = m f W/2.

Its derivative, +fW/2, adds to J′(m). This is the small-slope value, and I assume that the two currents simply add. A direct solution of the terrace diffusion problem at kW = 0.05 gives 0.9994 of this coefficient.

For a strong kink barrier and no nucleation, damping wins if fL²/2 > fW/2, so the ideal window is

√W < L < l_n.

Here that reads 4.5 < L < 12.5 sites, but with nucleation the simulation shows no lasting stability between L = 4 and 10 at this arrival rate. In units of f, the terrace term is +10 sites² at small slope and about +9 at these tilts. In the first row the simulated edge term is −10.8 ± 0.6 between L = 4 and 6 and −8.7 ± 1.2 between L = 6 and 10. The sums lie within a few units of zero, so the first row is at most weakly damped. In rows 3 to 5 it is only −1 ± 1 and +13 ± 2, and in rows 6 to 12 it is positive in both intervals, roughly +5 to +9. With the terrace term added, the sums for these later rows are all positive, so the roughened step is unstable. With arrivals a hundred times slower, the first-row edge term between L = 6 and 10 is −29, enough for damping as long as nuclei stay rare.

Thus, at this arrival rate and for L between 4 and 10, tilt delays the roughening but does not remove the instability. Within this model, slower deposition at fixed temperature and step spacing widens the ideal window, because l_n grows as f^{−1/4} while √W stays put.

**Q:** Which assumptions should worry me for a real metal surface?

**A:** First, the barriers. They are round inputs, not properties of a particular metal, and l_n varies as exp(−E/4kT) with the edge hopping barrier E. An error of 0.05 eV changes l_n by a factor exp[0.05/(4 × 0.02154)] ≈ 1.8. The 4.6° is a first-row estimate for these inputs, not a universal threshold. The terrace barrier matters too. On many metal (001) surfaces atoms hop more slowly on the terrace than along a close-packed edge. With an edge barrier of 0.45 eV, islands would then form on the terraces, and growth by step advance alone would need a higher temperature, a lower flux or narrower terraces.

Second, thermal kinks. With a lateral bond of 0.26 eV and a kink energy of half that, their spacing at 250 K is about 200 sites, well above l_n. On a warmer surface, or one with cheaper kinks, they may become closer than nucleated ones. Then l_n no longer sets the crossover.

Third, irreversible sticking. For these inputs, dimers break up at 0.4% of the rate at which they grow. Taking 0.75 eV as the barrier for leaving the edge, an atom escapes to the terrace with probability about 5 × 10⁻⁵ during its stay. That barrier is an assumption. By bond counting it fits an edge atom held by two 0.26 eV bonds. With one bond, as on a square lattice, and a terrace barrier of 0.30 eV it would be about 0.56 eV. The escape probability is then about 0.3, and leaving the edge is about six times faster than rounding a kink, so atoms could bypass the kink barrier by way of the terrace. The model needs an escape barrier well above the 0.60 eV for rounding a kink. Both effects rise with temperature.

To test the mechanism, compare samples with different in-plane tilts at the same temperature, deposition rate and step spacing. The prediction concerns the part of the meandering caused by the kink barrier: while nuclei on the edge stay rare, it should weaken as 1/tan φ drops well below l_n. One monolayer moves each step forward by W rows, 20 in the example, so the runs above cover less than one monolayer and do not show lasting smoothing of a thicker film. If strong meandering remains, edge nucleation and the terrace barrier are both candidates, and more tilt need not help.

Numbers as computed

```
temperature 250 K, site spacing 0.25 nm
attempt rate 1.0e+12 1/s; hop barrier 0.45 eV
kink barrier 0.15 eV; lateral bond 0.26 eV
terrace escape barrier 0.75 eV
deposition 0.01 monolayer/s; step distance W 20 sites
thermal energy kT 0.02154 eV
edge hop rate D 848.0 1/s; edge arrivals f 0.20 1/(site s)
D/f 4240; kink passing p 9.465e-04; lambda 1055 sites
nuclei per row = c f L^4/D, c 0.2164; meeting P 0.649
local exponent of nuclei count, L 36 to 54: 4.058
l_n continuum 11.83 sites; lattice 12.47 sites
l_n lattice 3.12 nm
threshold angle atan(1/l_n) 4.59 degrees
early nuclei at L=10: counted 453, predicted 507
first-row current J/f in sites: simulated, std error, formula (no nucleation)
L   4 sites, 14.04 deg: 1.641 0.028 1.494
L   6 sites,  9.46 deg: 2.539 0.046 2.486
L   8 sites,  7.13 deg: 3.047 0.034 3.474
L  10 sites,  5.71 deg: 3.120 0.064 4.458
L  12 sites,  4.76 deg: 3.221 0.152 5.438
L  15 sites,  3.81 deg: 2.867 0.121 6.902
L  20 sites,  2.86 deg: 2.130 0.099 9.323
L  30 sites,  1.91 deg: 1.200 0.130 14.099
L  60 sites,  0.95 deg: 0.818 0.067 27.913
L 120 sites,  0.48 deg: 0.319 0.070 53.426
largest simulated current at L 12 sites; L/l_n 0.96
J/(f m l_n^2): L=60 0.316, L=120 0.246
no tilt: J/f 0.113 +- 0.013 sites
no kink barrier, L=12: J/f -0.074 +- 0.047 sites
arrivals 100 times slower, L=6: J/f 2.723 +- 0.029 sites
arrivals 100 times slower, L=10: J/f 4.639 +- 0.022 sites
J'(m)/f at L=5, formula -12.39 sites^2
J'(m)/f at L=8, formula -31.55 sites^2
secant of J/f, L=6 to 10, formula -29.58 sites^2
same, simulated at example rate -8.71 sites^2
same, simulated 100 times slower -28.74 sites^2
secant L=4 to 6, simulated at example rate -10.79 sites^2
ripple damping, integrated/formula: lambda 1055: 0.9980
ripple damping, integrated/formula: lambda 5: 0.9981
nuclei per segment and row, L=5: regular 0.0177, Poisson spacings 0.0553
nuclei per segment and row, L=8: regular 0.1488, Poisson spacings 0.3042
height variance after 8 rows, no tilt: 6.19 sites^2
height variance after 8 rows, L=8: 3.95 sites^2
height variance after 8 rows, L=5 (11.3 deg): 1.97 sites^2
height variance, L=8, arrivals 10 times slower: 1.20 sites^2
Bales-Zangwill coefficient/f, one-sided limit +10.0 sites^2
terrace problem, numerical/formula 0.9994
sum, L=4 to 6, example rate -0.79 sites^2
sum, L=6 to 10, example rate 1.29 sites^2
sum, L=6 to 10, 100 times slower -18.74 sites^2
ideal lower end of stable window sqrt(W) 4.47 sites
thermal kink spacing 209 sites
dimer breakup rate / growth rate 0.0039
chance of escape to terrace 4.6e-05
```
